\section*{Growth of thin spots on an evaporating filament at constant current}

\section{What has to be integrated}

A calculation of filament life must decide whether each thin spot needs its own evolution equation. At constant current, for spots that differ from the nominal wire only in radius and are long enough that axial heat conduction can be neglected, it does not: one history of the nominal wire suffices. If $a(t)$ is the nominal radius, $w(t)=-da/dt$ its recession speed, and $\delta(t)>0$ the small amount by which a slice is thinner than nominal, then
\begin{equation}
\frac{\delta(t)}{\delta(0)}=\frac{w(t)}{w(0)} .
\label{law}
\end{equation}
It is the size of the deviation, not its growth rate, that follows the recession speed. The derivation below also gives the correction for finite deviations and shows what replaces (\ref{law}) when the current changes or heat flows along the wire.

\section{Recession speed of one slice}

The wire has a circular cross-section whose radius varies slowly along the axis, $|\partial a/\partial z|\ll1$. Each slice then radiates from an area $2\pi a$ per unit length and recedes radially.

The evaporation flux follows from equilibrium with saturated vapour. Let the vapour have pressure $p$, atomic mass $m$ and number density $p/kT$. The flux striking the surface is the number density times the integral of the normal velocity $v$ over the half of the Maxwell distribution that moves towards it; the distribution is normalized over both directions:
\begin{align}
J&=\frac{p}{kT}\sqrt{\frac{m}{2\pi kT}}\int_0^\infty v\,e^{-mv^2/2kT}\,dv \nonumber\\
&=\frac{p}{kT}\sqrt{\frac{m}{2\pi kT}}\;\frac{kT}{m}
=\frac{p}{\sqrt{2\pi mkT}} .
\label{hk}
\end{align}
If every arriving atom condenses, an equal flux must leave in equilibrium. The model assumes that this emission is unchanged when the vapour is removed and that no atoms return. This is the Hertz--Knudsen flux with unit evaporation coefficient. Each atom removes a volume $m/\rho_{\rm m}$, where $\rho_{\rm m}$ is the mass density, so
\begin{equation}
w=\frac{mJ}{\rho_{\rm m}} .
\label{speed}
\end{equation}

With a constant heat of vaporization $L$ per atom, $p\propto e^{-L/kT}$. Hence $\ln w=\text{const}-L/kT-\tfrac12\ln T$, and
\begin{equation}
g\equiv\frac{d\ln w}{d\ln T}=\frac{L}{kT}-\frac12 .
\label{g}
\end{equation}

The temperature comes from the heat balance of the slice. Let the resistivity be $\rho\propto T^r$ and the radiated flux $M=\varepsilon\sigma T^4$ with emissivity $\varepsilon\propto T^b$. Per unit length, Joule heating equals radiation:
\begin{equation}
\frac{I^2\rho}{\pi a^2}=2\pi aM .
\label{balance}
\end{equation}
Taking logarithmic differentials of both sides gives
\[
2\,d\ln I+r\,d\ln T-2\,d\ln a=d\ln a+(4+b)\,d\ln T ,
\]
and collecting the temperature terms,
\begin{equation}
s\,d\ln T=2\,d\ln I-3\,d\ln a,\qquad s=4+b-r .
\label{temp}
\end{equation}
Of the three powers of radius, two come from the resistance and one from the radiating area.

The balance must also be stable. Let $C$ be the heat capacity per volume and $T_1$ a small temperature error at fixed radius and current. The error changes the heating by $2\pi aM\,rT_1/T$ and the radiation by $2\pi aM(4+b)T_1/T$, so
\begin{equation}
C\pi a^2\frac{dT_1}{dt}=-2\pi aM\,s\,\frac{T_1}{T},\qquad
t_{\rm th}=\frac{CaT}{2Ms} .
\label{lag}
\end{equation}
The error decays if $s>0$. If $t_{\rm th}$ is much shorter than the time over which the radius changes, the temperature follows (\ref{balance}) at each instant.

At fixed current, (\ref{g}) and (\ref{temp}) combine to
\begin{equation}
n\equiv-\frac{d\ln w}{d\ln a}=\frac{3g}{s} .
\label{n}
\end{equation}
For $s>0$ and $L>kT/2$, $n$ is positive: a thinner slice is hotter and recedes faster.

\section{The deviation follows the speed}

At constant current the recession speed depends on radius alone, so every slice obeys the same equation,
\begin{equation}
\frac{da}{dt}=-w(a) .
\label{ode}
\end{equation}
For a slice of radius $a-\delta$ this reads $d(a-\delta)/dt=-w(a-\delta)$. Subtracting it from the nominal equation and expanding to first order gives
\begin{equation}
\frac{d\delta}{dt}=w(a-\delta)-w(a)=-w'(a)\,\delta=\frac{nw}{a}\,\delta .
\label{lin}
\end{equation}
The nominal speed changes because the nominal radius changes:
\begin{equation}
\frac{dw}{dt}=w'(a)\frac{da}{dt}=-w'(a)\,w .
\label{wdot}
\end{equation}
Thus $\delta$ and $w$ have the same logarithmic growth rate, $d\ln(\delta/w)/dt=0$, and integration gives (\ref{law}).

No power law for $w(a)$ was needed. Any extra heat loss that depends only on local temperature and radius changes the function $w(a)$ but not the argument. This was tested by integrating two slices separately, one thinner by $10^{-6}$ of the radius, until the speed had risen 2, 5 and 10 times. The largest error in the deviation ratio, relative to the speed ratio, was $1.4\times10^{-4}$. With surroundings at 1500 K and with evaporative and thermionic cooling added, it was $7\times10^{-5}$.

\section{A fixed lead in time}

Since (\ref{ode}) does not contain time explicitly, the thin slice passes through the same radii as the nominal wire, only earlier. Its lead is the time the nominal wire needs to reach the thin slice's initial radius:
\begin{equation}
\tau=\int_{a_0-\delta_0}^{a_0}\frac{da}{w(a)},\qquad
a_{\rm thin}(t)=a(t+\tau) .
\label{tau}
\end{equation}
This holds for finite deviations within the same model. An implementation can tabulate the nominal history once and read any thin slice from it with a shifted time.

Expanding (\ref{tau}) in $\tau$ shows when the linear law is adequate. From (\ref{wdot}), $d^2a/dt^2=-dw/dt=-nw^2/a$, so
\begin{align}
\delta&=a(t)-a(t+\tau)
=w\tau+\frac{nw^2\tau^2}{2a}+\cdots \nonumber\\
&=w\tau\left(1+\frac{nw\tau}{2a}+\cdots\right).
\label{second}
\end{align}
The linear law requires $n\delta/a\ll1$, which is much stricter than $\delta\ll a$ when $n$ is large.

At constant current the runaway belongs to the whole wire. For constant $n$, $w=w_0(a/a_0)^{-n}$, and (\ref{ode}) becomes $a^n\,da=-w_0a_0^n\,dt$. Integrating from $a_0$ at $t=0$,
\begin{equation}
\left(\frac{a}{a_0}\right)^{n+1}=1-\frac{t}{t_*},\qquad
t_*=\frac{a_0}{(n+1)w_0} .
\label{life}
\end{equation}
The speed $w=w_0(1-t/t_*)^{-n/(n+1)}$ diverges at the finite time $t_*$. The divergence itself comes from holding $n$ constant; with (\ref{g}), $n$ falls as the wire heats and the speed is formally bounded, but its maximum lies at $kT=2L$, far above any melting point, so the steep rise continues over the whole range in which the model applies. In either case a thin slice follows the same course earlier by $\tau$. It therefore fails first, although the spot has no separate instability. With $\tau\simeq\delta_0/w_0$, the fraction of life lost is
\begin{equation}
\frac{\tau}{t_*}\simeq(n+1)\frac{\delta_0}{a_0} .
\label{loss}
\end{equation}

\section{Changing current and constant voltage}

If the current varies in time, $w=w(a,I)$. Equation (\ref{lin}) still holds, with the derivative taken at fixed current, but the nominal speed gains a second term:
\[
\frac{dw}{dt}=-w\frac{\partial w}{\partial a}
+\frac{\partial w}{\partial I}\frac{dI}{dt} .
\]
Dividing by $w$ and subtracting from $d\ln\delta/dt=-\partial w/\partial a$ leaves
\begin{equation}
\frac{d}{dt}\ln\frac{\delta}{w}
=-\frac{\partial\ln w}{\partial\ln I}\frac{d\ln I}{dt}
=-\frac{2g}{s}\frac{d\ln I}{dt},
\label{current}
\end{equation}
where $\partial\ln T/\partial\ln I=2/s$ from (\ref{temp}).

Constant voltage is one such case. Take a uniform filament of fixed length with one thin spot that adds negligible resistance. The field $E=I\rho/(\pi a^2)$ in the nominal part is then fixed, and its heat balance is
\[
\frac{E^2\pi a^2}{\rho}=2\pi aM
\quad\Longrightarrow\quad T^{4+b+r}\propto a .
\]
The nominal wire cools as it thins, so $w$ falls. The spot shares the falling current but remains hotter than its neighbours, and by (\ref{lin}) its deviation still grows. Scaling the deviation with $w$ would then predict shrinkage where there is growth; (\ref{lin}) or (\ref{current}) must be integrated instead.

\section{Heat flow along the wire}

Let the thermal conductivity $\kappa$ be constant, and let the radius and temperature be $a-\delta\cos qz$ and $T+T_1\cos qz$. The balance per unit length is now
\[
\frac{\partial}{\partial z}\left(\kappa\pi a^2\frac{\partial T}{\partial z}\right)
+\frac{I^2\rho}{\pi a^2}-2\pi aM=0 .
\]
To first order, the coefficient of $\cos qz$ changes by $-\kappa\pi a^2q^2T_1$ in the conduction term, by $2\pi aM(rT_1/T+2\delta/a)$ in the heating, and by $2\pi aM[(4+b)T_1/T-\delta/a]$ in the radiation. Adding the first two and subtracting the third,
\[
-\kappa\pi a^2q^2T_1+2\pi aM\left(\frac{3\delta}{a}-s\frac{T_1}{T}\right)=0 .
\]
Dividing by $2\pi aMs$ and solving for $T_1/T$,
\begin{equation}
\frac{T_1}{T}=\frac{3\delta}{sa}\,\frac{1}{1+q^2\ell^2},
\qquad \ell^2=\frac{\kappa aT}{2Ms} .
\label{ell}
\end{equation}
The thin part recedes faster by $wgT_1/T$. Hence $d\delta/dt=(nw/a)\delta/(1+q^2\ell^2)$, while $d\ln w/dt=nw/a$, and
\begin{equation}
\frac{d\ln\delta}{d\ln w}=\frac{1}{1+q^2\ell^2} .
\label{cond}
\end{equation}
For $q\ell\ll1$ this returns the law (\ref{law}). For $q\ell\gg1$ the hot spot is drained by its neighbours and the deviation hardly grows. A growth-rate factor above 0.95 requires $q^2\ell^2<0.053$, that is, a wavelength above about $27\ell$.

\section{Worked example}

The parameters are round values for a bare refractory-metal filament: $a_0=50$ $\mu$m, $T_0=2700$ K, vapour pressure $10^{-6}$ Torr at $T_0$, $L=8.5$ eV, atomic mass 180 u and density 19 g/cm$^3$. The emissivity is 0.30 with $b=0.8$, and the resistivity 80 $\mu\Omega\,$cm with $r=1.2$, so $s=3.6$. The radiated flux is 90.4 W/cm$^2$, and (\ref{balance}) gives the current
\[
I=\sqrt{\frac{2\pi^2a_0^3M}{\rho}}
=\sqrt{\frac{2\pi^2(0.005)^3(90.4)}{8.0\times10^{-5}}}\ {\rm A}=1.67\ {\rm A}.
\]
The evaporation flux is $5.04\times10^{13}$ atoms/(cm$^2$\,s). With $m=2.99\times10^{-22}$ g,
\[
w_0=\frac{(5.04\times10^{13})(2.99\times10^{-22})}{19}\ \frac{\rm cm}{\rm s}
=7.93\times10^{-10}\ \frac{\rm cm}{\rm s}=28.5\ \frac{\rm nm}{\rm h}.
\]
From (\ref{g}), $g=36.0$, so $n=3(36.0)/3.6=30.0$.

A slice initially 20 nm thinner, 0.04\,\% of the radius, is hotter by $3T_0\delta_0/(sa_0)=0.90$ K. Separate integration of the two slices gives:

\begin{center}
\begin{tabular}{cccccc}
$w/w_0$ & $t$ (h) & $a$ ($\mu$m) & $T$ (K) & $\delta$ (nm) & linear (nm)\\
2 & 29.1 & 48.85 & 2753 & 40.2 & 40\\
5 & 46.5 & 47.33 & 2826 & 102.5 & 100\\
10 & 52.3 & 46.19 & 2884 & 211.9 & 200
\end{tabular}
\end{center}

At the last point the linear law is low by 5.6\,\% of the integrated deviation. Equation (\ref{second}) gives 210.8 nm, low by 0.5\,\%. The excess temperature has risen to 11 K. The radius has fallen by less than 8\,\%, while the speed has risen tenfold.

The end of life is set at 3400 K, a choice of the example. The nominal slice reaches it after 58.0 h and the thin slice after 57.3 h. The difference equals the lead $\tau=0.70$ h, or 1.2\,\% of the life; (\ref{loss}) gives $31.0\times0.0004=1.24\,\%$. The constant-$n$ life (\ref{life}) is 56.5 h. It is shorter because $L/kT$, and with it $n$, falls as the wire heats, so the actual speed rises less steeply than the power law.

At constant voltage, thinning the nominal wire by 5\,\% lowers its temperature to 2677 K and the current to 1.52 A. The speed falls to 0.73 of its initial value, yet a tiny deviation grows 4.7 times if axial conduction is neglected.

For $\kappa=1.0$ W/(cm\,K) the initial conduction length is $\ell=1.44$ mm. When the nominal speed has risen tenfold, a periodic deviation has grown as follows:

\begin{center}
\begin{tabular}{ccc}
wavelength (mm) & initial factor (\ref{cond}) & $\delta/\delta_0$\\
5 & 0.23 & 1.84\\
10 & 0.55 & 3.89\\
20 & 0.83 & 7.10\\
50 & 0.97 & 9.39
\end{tabular}
\end{center}

These ratios come from integrating (\ref{cond}) with $\ell$ updated along the nominal history. Evolution of a discretized wire with an initial amplitude of $10^{-5}$ of the radius agrees within 0.1\,\% of each ratio. For 10 mm the result exceeds $10^{0.55}=3.5$ because $\ell^2\propto aT^{-3-b}$ decreases as the wire thins and heats.

\section{Comparison with real filaments}

The material parameters are roughly typical of refractory metals, but 2700 K is high for a filament that evaporates common metals; it is closer to incandescent-lamp operation. Axial conduction restricts the law to long spots. In this example a periodic deviation of 5 mm wavelength grows by a factor of 1.8 instead of 10, and an initial growth-rate factor above 0.95 requires a wavelength above about 39 mm, which can be comparable with the length of the whole filament. An isolated spot also contains longer wavelengths and is damped much less than the periodic deviation: a small Gaussian spot of 5 mm full width at half maximum grows about 6.7-fold at its centre. The cooled ends near the supports are not described by the uniform nominal wire. A supply that holds voltage rather than current breaks the law in the other direction: the deviation grows while the speed falls. The 4.7-fold growth applies to long spots; with conduction, a periodic deviation of 5 mm wavelength grows only 1.4-fold. The law also requires the spot to have the same material properties as the rest of the wire. If the slice that is 20 nm thinner also has a resistivity 0.1\,\% higher, its deviation grows 19-fold instead of 10.6-fold by the time the nominal speed has risen tenfold, with conduction neglected. Gas filling invalidates the free-evaporation flux, and a molten charge on the wire changes its surface and composition; neither effect is estimated here. Nor are coiling, which returns radiation and evaporated atoms to neighbouring turns, or mass transport other than evaporation (surface diffusion, grain-boundary grooving, electromigration, reaction with residual gas), all of which can shape thin spots in real filaments.

The other neglected effects can be sized for the initial state of the example. The thermal lag (\ref{lag}) is 0.07 s for a heat capacity of 3.5 J/(cm$^3$\,K), against an initial growth time $a_0/(nw_0)=58$ h. Uniform Joule heating produces a radial heat flux $Mr'/a$ at distance $r'$ from the axis, so the temperature drop from axis to surface is $Ma/(2\kappa)=0.23$ K. Evaporative cooling is $8\times10^{-7}$ of the radiation, and absorption from surroundings at 300 K is $1.5\times10^{-4}$ of it.

Thermionic cooling is potentially larger. For a work function of 4.5 eV and a Richardson constant of 60 A/(cm$^2$\,K$^2$), it would reach 9.6\,\% of the radiation at 2700 K if all emitted electrons were collected. An electrically isolated filament has no net emission as a whole in steady state, although electrons can still pass from its negative to its positive parts. With full collection at the same heating current, $M$ in (\ref{balance}) is replaced by $M(1+x)$, where $x$ is the ratio of thermionic cooling to radiation, and the temperature falls by the factor $(1+x)^{-1/s}$. Since $x$ decreases as the wire cools, it is below its value 0.096 at 2700 K, and the temperature drop is at most $\ln(1.096)/3.6=2.5\,\%$, which would reduce $w_0$ by at most a factor of about 2.5. The law survives this cooling if the current remains the same in every slice. Full collection would break that condition here: at 2700 K the emitted current is 3.3\,\% of the heating current per centimetre of wire, and a current change of that size alters the recession speed by a factor of about two. Emission also rises steeply with temperature. At 3400 K, fully collected thermionic cooling would be 2.8 times the radiation, so the example applies only to a filament whose emission is not collected.

\section*{Calculated quantities}
\begin{verbatim}
radius 50.0 um, temperature 2700 K, current 1.6698 A
vapour pressure 1.0e-06 Torr, heat of vaporization 8.50 eV
atomic mass 180 u, density 19.0 g/cm3
emissivity 0.30, exponent 0.8
resistivity 80 uOhm cm, exponent 1.2
thermal conductivity 1.00 W/(cm K)
heat capacity 3.50 J/(cm3 K)
radiated flux 90.40 W/cm2
evaporation flux 5.039e+13 atoms/(cm2 s)
initial recession speed w0 28.536 nm/h
exponents: s 3.60, g 36.033, n 30.027
initial deficit 20.0 nm = 0.040 % of radius
initial excess temperature 0.900 K
lead time tau 0.6967 h; delta0/w0 0.7009 h
w/w0 = 2: time 29.129 h, radius 48.848 um, T 2753.0 K
  deficit 40.24 nm; linear law 40.00 nm
  second order 40.24 nm; excess temperature 1.89 K
w/w0 = 5: time 46.536 h, radius 47.331 um, T 2826.3 K
  deficit 102.52 nm; linear law 100.00 nm
  second order 102.39 nm; excess temperature 5.11 K
w/w0 = 10: time 52.312 h, radius 46.189 um, T 2884.4 K
  deficit 211.89 nm; linear law 200.00 nm
  second order 210.82 nm; excess temperature 11.07 K
end temperature 3400 K at radius 37.917 um
life: nominal 58.010 h, thin slice 57.313 h
life by constant-n estimate 56.471 h
life lost 1.201 %
largest error of law, tiny deficit: 1.4e-04 (relative)
same with extra local heat terms: 6.9e-05 (relative)
constant voltage, nominal wire thinned by 5 %:
  temperature 2677.0 K, current 1.5225 A
  speed ratio 0.7339, deficit ratio 4.6971
conduction length ell 1.440 mm
wavelength 5 mm: initial growth-rate factor 0.2339
  deficit ratio at w/w0 = 10: wire 1.841, formula 1.840
wavelength 10 mm: initial growth-rate factor 0.5498
  deficit ratio at w/w0 = 10: wire 3.889, formula 3.887
wavelength 20 mm: initial growth-rate factor 0.8301
  deficit ratio at w/w0 = 10: wire 7.105, formula 7.104
wavelength 50 mm: initial growth-rate factor 0.9683
  deficit ratio at w/w0 = 10: wire 9.394, formula 9.393
thermal lag 0.0726 s; radial temperature drop 0.226 K
evaporative cooling / radiation 7.59e-07
absorbed 300 K radiation / emitted 1.52e-04
work function 4.5 eV, Richardson constant 60 A/(cm2 K2)
thermionic cooling if fully collected / radiation 0.0957
\end{verbatim}
